Why core and valence orbitals must be localized separately for frozen-core correlation

**Question**

I want localized orbitals for a frozen-core correlation calculation on benzene. My reasoning was this: the Hartree–Fock determinant does not change when I rotate its occupied orbitals among themselves, and the correlation energy built on it does not change either, provided that the off-diagonal Fock elements are kept. So I localized all 21 occupied orbitals in one go, picked out the six that are obviously carbon 1s orbitals, froze them, and correlated the rest.

The frozen-core MP2 energy differs from the one I get with canonical orbitals. The Hartree–Fock energy agrees, the all-electron MP2 energy agrees, and the six core orbitals are separated from the others by a huge gap in their Fock diagonal elements. Is this a convergence problem, or is the invariance argument wrong? And if it is wrong, why does localizing core and valence separately help?

**Answer**

The invariance argument is right for the all-electron energy and stops being right when you freeze. Freezing discards part of the occupied space, and a joint localization changes which part is discarded. I show this for closed-shell MP2 with real orbitals, where every term can be followed, and then say what carries over to coupled cluster.

**The energy in arbitrary occupied orbitals**

Let O be the occupied space, C its frozen part and V its correlated part. Frozen orbitals stay doubly occupied in the Fock operator f, and nothing is reoptimized after Hartree–Fock. Indices i, j, k denote correlated occupied orbitals, and a, b denote canonical virtual orbitals. Algebra is in atomic units. Write

K_ij^ab = (ia|jb)

for the integrals, and t_ij^ab for the amplitude with which the pair i, j is excited to a, b. Both are unchanged when (i,a) and (j,b) are exchanged together.

The occupied density matrix is 2 Σ_i φ_i φ_iᵀ, summed over all of O. An orthogonal rotation of O leaves it unchanged, hence also f and the Hartree–Fock energy. The occupied–virtual elements of f remain zero. The elements f_ik between occupied orbitals become nonzero in general.

The second-order energy is the minimum of the Hylleraas functional

J = 2⟨Φ₁|H|Φ₀⟩ + ⟨Φ₁|F − E₀|Φ₁⟩,

where Φ₀ is the Hartree–Fock determinant, Φ₁ contains double excitations, F is the sum of one-electron Fock operators and E₀ is its value in Φ₀.

To sum over spin in the first term, note that opposite-spin pairs contribute Σ t_ij^ab K_ij^ab. Same-spin pairs have antisymmetrized amplitudes and integrals. With two spin choices and a factor 1/4 for repeated counting, they contribute

(1/2) Σ (t_ij^ab − t_ij^ba)(K_ij^ab − K_ij^ba) = Σ (t_ij^ab − t_ij^ba) K_ij^ab.

The equality holds because exchanging a and b changes the sign of both brackets. Together,

⟨Φ₁|H|Φ₀⟩ = Σ t̃_ij^ab K_ij^ab, with t̃_ij^ab = 2t_ij^ab − t_ij^ba.

The second term has the same spin structure, with K replaced by the result of F − E₀ acting on the amplitudes. Electrons placed in a and b add their energies; holes left in the occupied space subtract theirs:

R_ij^ab = (ε_a + ε_b) t_ij^ab − Σ_k (f_ik t_kj^ab + f_kj t_ik^ab).

Therefore

J[t] = Σ t̃_ij^ab (2K_ij^ab + R_ij^ab).

The quadratic part is symmetric, so its variation is twice the variation of one factor, and δJ = 2 Σ δt̃_ij^ab (K_ij^ab + R_ij^ab). Stationarity requires R = −K, and inserting this gives E = Σ t̃_ij^ab K_ij^ab. The stationary point is a minimum if ε_a + ε_b exceeds ε_i + ε_j for every excitation, as it does here.

**What freezing changes**

In a frozen-core calculation i, j and k run over V alone. Rotate the orbitals inside V. The amplitudes, the integrals and the block of f all transform with the same orthogonal matrix, and J keeps its value. The minimum therefore depends on the space V and not on the orbitals chosen to span it. Rotations inside C do nothing either, since individual frozen orbitals do not appear in J.

We may use this freedom to diagonalize f inside V. With e_i for the resulting eigenvalues, R_ij^ab = (ε_a + ε_b − e_i − e_j) t_ij^ab, and

E_fc(V) = −Σ K_ij^ab (2K_ij^ab − K_ij^ba) / (ε_a + ε_b − e_i − e_j).

A rotation that mixes C with V is different: it replaces V by another space V′. The trial functions are then different functions, and the two minima need not be equal. What does hold is a bound. Every frozen-core trial function is also an allowed all-electron trial function, with the remaining amplitudes set to zero, so

E_full ≤ E_fc(V) for every choice of V.

When V is the whole of O, there is nothing outside it to mix with, and the all-electron invariance is recovered.

**Mixing one core and one valence orbital**

Take a canonical core orbital c and a canonical valence orbital v, and set

v′ = v cos θ + c sin θ,
c′ = c cos θ − v sin θ.

Since f_cv = 0, the Fock elements are

f_v′v′ = ε_v cos²θ + ε_c sin²θ,
f_c′v′ = (ε_c − ε_v) sin θ cos θ.

The new orbital v′ has no Fock coupling to the other valence orbitals, because neither v nor c has any. The denominator formula thus applies at every θ, with e_v′ = f_v′v′ and with integrals

K_v′j^ab = cos θ (va|jb) + sin θ (ca|jb), for j ≠ v′,
K_v′v′^ab = cos²θ (va|vb) + sin θ cos θ [(va|cb) + (ca|vb)] + sin²θ (ca|cb).

For the slope at θ = 0, use the fact that J is stationary in t: the change of the amplitudes does not contribute to first order. The Fock part does not contribute either, because

df_v′v′/dθ = (ε_c − ε_v) sin 2θ,

which vanishes at θ = 0. What remains is 2 Σ t̃_ij^ab dK_ij^ab/dθ. The orbital v may stand in the first or in the second position of K. These two contributions are equal after relabelling i ↔ j and a ↔ b, which doubles the result:

dE_fc/dθ = 4 Σ_jab t̃_vj^ab (ca|jb), with j in V, including j = v.

This is generally nonzero. The canonical core–valence division is then not even a stationary point of the frozen-core energy, and a small rotation of suitable sign lowers it.

The case of a single correlated orbital shows the structure most plainly. Then i = j = v, K is symmetric in a and b, and

E_fc(θ) = −Σ_ab (K_v′v′^ab)² / (ε_a + ε_b − 2f_v′v′).

To leading order at small angles, rotation changes the numerator linearly in θ and the denominator quadratically.

Symmetry can remove the linear term. Suppose a symmetry operation of the molecule leaves v unchanged, reverses the sign of c, and maps the remaining valence space onto itself. It turns the space at θ into the space at −θ. The energies must agree, so E_fc is even in θ. The quadratic term generally survives.

**Numbers for the two-orbital rotation**

I used a planar benzene hexagon with C–C 1.39 Å and C–H 1.09 Å, in the 6-31G basis. The all-electron MP2 correlation energy is −14.2256 eV, and the canonical frozen-core value is −14.0028 eV. Freezing the proper core thus omits 0.2228 eV in this basis. The basis has no functions designed for core correlation, and it is small for valence correlation too, so these are not accurate correlation energies of benzene. They serve to compare different correlated spaces under equal conditions.

I mixed the lowest valence orbital, at −31.424 eV, with the core combination of the same symmetry, at −305.808 eV. The sign of θ was chosen so that a small positive angle lowers the energy. The slope formula gives −0.0913 eV/rad, and a finite-difference test with independently solved amplitude equations agrees.

At ±1° the linear term predicts

∓0.0913 × 0.01745 = ∓0.0016 eV.

The computed changes are −0.0004 eV at +1° and +0.0027 eV at −1°. Half their difference is −0.0016 eV, as predicted. Half their sum, about +0.0012 eV, is the even part, already comparable with the linear term. At +5° the even part has won: the change is +0.0200 eV, against +0.0356 eV at −5°.

Most of the even part, though not all of it, comes from the Fock element. At 10°,

f_v′v′ = −31.424 − 274.384 × sin²10° = −39.70 eV.

A three-percent admixture of a very deep orbital has lowered the orbital energy by 8.3 eV. Each denominator containing v′ once grows by that amount, and the denominator for the pair v′v′ grows by twice as much. If the integrals are rotated but the old denominators are kept, the energy rises by 0.0091 eV. Updating the denominators then adds 0.0791 eV. In this order of separation, most of the 0.0883 eV change at 10° comes from the denominators. The integrals-only figure is small partly through cancellation: it contains the linear term, about −0.0913 × 0.1745 ≈ −0.016 eV at +10°, so the integrals supply an even part of roughly +0.025 eV. That is about a quarter of the total even part at 10°, (0.0883 + 0.1174)/2 = 0.103 eV; the denominators supply the rest.

At 90° the exchange is complete: v′ = c and c′ = −v. A core orbital is now correlated, and a valence orbital is frozen in its place. The frozen-core energy is −13.1056 eV, which is 0.8972 eV above the canonical value. The number of frozen orbitals has remained six throughout; the space they span has not.

**Where the all-electron calculation gets its invariance**

The all-electron calculation retains every pair containing c′ and also the coupling f_c′v′. In the amplitude equations this coupling links, for example, t_v′j^ab to t_c′j^ab. It is not small: at 20° its magnitude is

274.384 × sin 20° × cos 20° = 88.2 eV.

Solving the all-electron equations in the rotated orbitals with the full Fock matrix returns −14.2256 eV, as it should. Keeping all the pairs but deleting f_c′v′ gives −13.9505 eV, an error of 0.2751 eV relative to the all-electron result. So even with no orbital frozen, the coupling is needed for invariance. A frozen-core calculation omits both the coupling and the pairs containing c′. When C is spanned by canonical orbitals, the coupling between C and V is zero, and only the pairs are lost.

**Why joint localization mixes the two sets**

Foster–Boys localization maximizes the sum of |⟨i|r|i⟩|² over the orbitals being localized. For the rotation above, write r_pq = ⟨p|r|q⟩. At θ = 0 the centre of v′ changes at the rate 2r_cv and that of c′ at the rate −2r_cv. The functional therefore changes at the rate

2r_vv · (2r_cv) + 2r_cc · (−2r_cv) = 4 (r_vv − r_cc) · r_cv.

Here c and v may be any core and valence orbitals, for instance a 1s orbital and a bond orbital on the same atom. If the dipole element r_cv has a component along the line joining their centres, the functional can be increased by mixing them. Orbital energies do not enter this expression, so the large energy gap offers no protection.

For your procedure, I localized all 21 orbitals together by the Foster–Boys criterion and froze the six with the lowest Fock diagonals. The highest frozen one has −304.8 eV and the lowest correlated one −22.0 eV. The selection is unambiguous, as you observed. Yet the frozen orbitals carry on average 0.34 percent valence weight, and the largest principal angle between their space and the canonical core space is 4.3°.

That small leakage matters:

- canonical orbitals: −14.0028 eV
- core and valence localized separately: −14.0028 eV
- all occupied orbitals localized jointly: −13.8689 eV

The joint value belongs to the better of two Foster–Boys localizations from random starts. Other end points of the optimization give other values: a start from atomic orbitals gave a shift of +0.1294 eV, and one run that stopped at a lower value of the functional mixed core and valence by 43° and shifted the energy by about 1 eV. The size and sign also depend on the functional. In single joint Pipek–Mezey runs, meta-Löwdin populations left a largest angle of only 0.15° and a shift of −0.0007 eV, while Mulliken populations gave about +0.23 eV. The numbers that follow are for the better Foster–Boys solution. Here the joint procedure shifts the frozen-core energy by +0.1339 eV (0.00492 hartree). This is about 1 percent of the valence correlation energy, and 60 percent of the 0.2228 eV that freezing the canonical core omits in this basis. The second ratio belongs to 6-31G, where the omitted energy is small because core-correlating functions are missing; neither the shift nor the ratio was tested in a larger basis. It is not a convergence error in the Hartree–Fock or MP2 equations: the Hartree–Fock energy is unchanged to numerical precision, and the all-electron MP2 energy in the same jointly localized orbitals is again −14.2256 eV.

A rough estimate shows why so little leakage can have a visible effect. The total weight exchanged is 6 × 0.00343 = 0.0206 of an orbital. Taking −306 eV for all core levels and −31 eV for the valence weight that moves out, the sum of the Fock diagonals in the correlated space falls by about 0.0206 × 275 ≈ 5.7 eV. For weight taken from higher valence levels the fall is larger. Lower occupied levels mean larger denominators. The trace computed directly falls by 5.73 eV. To separate the two effects, take the orbitals of V′ that lie closest to the canonical valence orbitals. Changing only the Fock matrix raises the energy by 0.0875 eV, and changing only the integrals raises it by 0.0468 eV. The Fock part is thus about two thirds of the 0.1339 eV shift. Reversing the sign of all core admixtures gives +0.0801 eV, so the odd part of the shift is 0.0269 eV.

**What repairs the calculation, and what does not**

Diagonalizing f within the jointly localized valence space does not help. It chooses new orbitals inside V′ but leaves V′ itself unchanged. I tested this: the energy from the resulting denominator formula agrees with the amplitude equations solved directly in the localized orbitals. Tightening the localization threshold does not help either, since the mixing belongs to the maximum being sought.

If you still have all 21 localized orbitals, diagonalize f in their full span. This returns the canonical occupied orbitals. Take the six lowest as C and the other fifteen as V, then localize C and V in two separate runs. No rotation then crosses the boundary, so the frozen-core energy is preserved however strongly the valence orbitals are localized, provided that the amplitude equations keep the off-diagonal Fock elements within V. Putting only the diagonal elements into the canonical denominator formula would introduce a new error. You may leave C canonical, since localizing it has no effect on this energy.

This prescription fixes a convention; it does not minimize the energy. The +1° rotation gave a slightly lower frozen-core energy than the canonical division. By the bound above, that value is closer to the all-electron energy in the same basis, but this does not make it a better definition of valence correlation. Energies to be compared should use the same definition of the core. The canonical division is a clear one when core and valence levels are well separated, as they are here. When they approach each other, the choice of C itself needs justification, and separate localization cannot supply it.

**Does this apply beyond MP2?**

The subspace argument does. In frozen-core CCSD, the single and double excitations start from V. Rotating the orbitals inside V changes the labels of these excitations but not the space they span, and the amplitude equations transform accordingly. Replacing V by V′ changes the excitation space. The variational bound does not carry over, because the CCSD energy comes from projected equations and is not, like the MP2 energy, the minimum of a functional of the amplitudes.

For benzene in the smaller STO-3G basis, frozen-core CCSD gives −11.4508 eV with canonical orbitals and the same value after separate localization. Joint localization gives −11.3721 eV, a shift of +0.0787 eV. The different basis means that this shift should not be compared in size with the MP2 one, but it has the same origin: a different space has been correlated. The numerical output below gives the full set of angles and energies.

A pseudopotential changes the situation in one respect. Core orbitals that it has replaced are absent from the occupied set, so a localization cannot mix them with anything. If it leaves some inner-shell orbitals in the calculation and you freeze those in the correlation step, they must again be localized apart from the valence orbitals.

Table of computed values

```
C-C and C-H distances: 1.39, 1.09 angstrom
Occupied, frozen, virtual orbitals (6-31G): 21, 6, 45
All-electron MP2 correlation: -14.2256 eV
Canonical frozen-core MP2 correlation: -14.0028 eV
Mixed core orbital energy: -305.808 eV
Mixed valence orbital energy: -31.424 eV
Slope from formula: -0.09127 eV/rad
Slope from finite difference: -0.09127 eV/rad
Angle (deg), f_v'v' (eV), frozen-core MP2 (eV), change (eV):
   -10     -39.698    -13.8854    +0.1174
    -5     -33.508    -13.9672    +0.0356
    -1     -31.507    -14.0000    +0.0027
     0     -31.424    -14.0028    +0.0000
     1     -31.507    -14.0032    -0.0004
     5     -33.508    -13.9828    +0.0200
    10     -39.698    -13.9145    +0.0883
    20     -63.521    -13.7085    +0.2943
    45    -168.616    -13.3028    +0.7000
    90    -305.808    -13.1056    +0.8972
Change at 10 deg, rotated integrals only: +0.0091 eV
Further change at 10 deg, denominators: +0.0791 eV
Fock coupling f_c'v' at 20 deg (magnitude): 88.185 eV
All-electron MP2 at 20 deg, full Fock: -14.2256 eV
All-electron MP2 at 20 deg, no coupling: -13.9505 eV
HF energy change, joint localization: 6.2e-12 eV
All-electron MP2, joint localization: -14.2256 eV
Frozen-core MP2, separate localization: -14.0028 eV
Frozen-core MP2, joint localization: -13.8689 eV
Joint minus canonical frozen-core MP2: +0.1339 eV
The same difference in atomic units: +0.004919 hartree
Highest frozen Fock diagonal, joint: -304.821 eV
Lowest correlated Fock diagonal, joint: -21.965 eV
Mean valence weight in frozen joint orbitals: 0.343 percent
Largest angle between frozen spaces: 4.317 deg
CCSD/STO-3G frozen core, canonical: -11.4508 eV
CCSD/STO-3G frozen core, separate localization: -11.4508 eV
CCSD/STO-3G frozen core, joint localization: -11.3721 eV
CCSD joint minus canonical: +0.0787 eV
```
